Why a band gap suppresses electronic stopping of slow ions

**What goes wrong**

For a slow ion in a metal, the energy lost to electrons per unit path is proportional to speed. If that law is carried over to an insulator of the same electron density, a range or damage calculation can assign electronic loss where there is very little. In the model worked out below, a 0.5 keV proton would be charged 11.7 eV/nm by the metal law, while first-order theory for a 14 eV gap gives 0.0017 eV/nm. The opposite error is to trust the second number for a real proton, whose charge is not a weak perturbation.

The cause of the suppression is a mismatch. An ion at fixed speed v can deliver energy E only together with momentum of at least E/v. With a gap, E cannot be small, so for a slow ion the momentum is large, and electrons rarely accept a large momentum while taking little energy.

**The momentum price of an excitation**

Let the ion have mass M and velocity v, and let it give up momentum q. Atomic units are used in the derivations: ħ, the electron mass m, e and e²/(4πε₀) are all one. Energy is then in units of 27.2 eV and length in units of 0.0529 nm. The energy lost by the ion is

E = (Mv)²/2M − (Mv − q)²/2M = q·v − q²/2M.

The last term is the recoil energy of the ion. Since it is subtracted, q·v ≥ E, and because q·v ≤ qv,

q ≥ E/v ≥ Eg/v.

This uses the ion's momentum before and after the encounter, so it limits the total transfer, however many steps deliver it. For a 1 keV proton and a 14 eV gap, recoil raises the least q by 0.35 %, and it is dropped from here on.

In a crystal an electron going from Bloch wave vector k to k′ takes q = k′ − k + G, where G is any reciprocal lattice vector. Large q is therefore allowed, and for an ion held at fixed speed the gap sets no strict threshold. A real ion must still have a kinetic energy of at least Eg, because q·v − q²/2M never exceeds Mv²/2. The question is how strongly such transfers are coupled.

**Stopping to first order in the ion charge**

Take a straight path R = b + vt along z, with b the impact parameter, and independent electrons in filled bands. An electron starts in state i, and E_f is the energy needed to reach state f. The potential of an ion of charge Z is

−Z/|r − R| = −∫ d³q/(2π)³ (4πZ/q²) exp[iq·(r − R)].

The first-order amplitude is −i times the time integral of exp(iE_f t) ⟨f|potential|i⟩. The time dependence of each component integrates to

∫ dt exp[i(E_f − q_z v)t] = (2π/v) δ(q_z − E_f/v).

The ion thus supplies frequency E_f only through a component with q_z = E_f/v. With Q the part of q perpendicular to the path and F_f(q) = ⟨f|exp(iq·r)|i⟩,

a_f(b) = (i/v) ∫ d²Q/(2π)² (4πZ/q²) F_f(q) exp(−iQ·b), q² = Q² + E_f²/v².

The probability is integrated over b, which assumes that all impact parameters are equally likely and so excludes channelled paths. Parseval's theorem gives

∫ d²b |a_f|² = (1/v²) ∫ d²Q/(2π)² (16π²Z²/q⁴) |F_f|².

At fixed E_f/v, Q dQ = q dq, so d²Q becomes 2πq dq when |F_f|² stands for its average over the azimuth of q. Multiplying by E_f and summing over final states gives the stopping per electron,

σ = (8πZ²/v²) Σ_f E_f ∫ |F_f(q)|² dq/q³, with q from E_f/v to ∞.

The stopping power is S = nσ for electron density n. The gap enters through the lower limit.

**Why the coupling is weak there**

A free electron at rest that received the least momentum Eg/v would gain

(Eg/v)²/2 = x Eg, x = Eg/(2mv²).

For a 1 keV proton, v = 0.200 and Eg = 0.5145, so q = 2.57 and the free recoil energy is 90 eV, which is 6.4 times the gap. The ion supplies only 14 eV with that momentum. The electron can end at the lower energy only if its initial momentum and the crystal potential compensate the excess.

A sum rule limits how often this happens. Let H = p²/2 + V(r), with V local, and let z now point along q. Since exp(−iqz) p_z exp(iqz) = p_z + q,

exp(−iqz) H exp(iqz) = H + q p_z + q²/2.

Apply this to the initial state, for which H|i⟩ = E_i|i⟩:

(H − E_i − q²/2) exp(iqz)|i⟩ = exp(iqz) q p_z|i⟩.

Taking the squared norm of both sides, and expanding the left side in the complete set of final states, gives

Σ_f (E_f − q²/2)² |F_f|² = q²⟨p_z²⟩.

The ion can reach final states with E_f ≤ qv. For q > 2v these satisfy q²/2 − E_f ≥ q(q − 2v)/2. If W(q) is their total weight Σ|F_f|², then

[q²(q − 2v)²/4] W ≤ q²⟨p_z²⟩, hence W ≤ 4⟨p_z²⟩/(q − 2v)².

Final states blocked by the Pauli principle only remove positive terms from W, so the inequality survives.

To bound the stopping, replace E_f by its largest value qv, start the integral at Eg/v, and write s = 2v²/Eg < 1. Over this range q − 2v ≥ q(1 − s). With ⟨p²⟩ the largest mean square momentum along any direction,

σ ≤ (8πZ²/v²) ∫ (dq/q³) qv · 4⟨p²⟩/[q²(1 − s)²]

= [32πZ²⟨p²⟩/(v(1 − s)²)] ∫ dq/q⁴

= 32πZ²⟨p²⟩v² / [3Eg³(1 − s)²].

To first order in Z, then, the stopping of any such insulator falls at least as fast as v² at low speed. This is a limit, not an estimate. For the example below it reaches the metal value at v = 0.046, a 52 eV proton. Above that speed the bound is too loose to show suppression, and an actual band model is needed.

A cosine crystal of period 0.285 nm with one filled band and a 14 eV gap shows the effect with Bloch states. At q = 1.5Eg/v the reachable final states lie between Eg and 1.5Eg. Their weight is 0.10 at the speed of a 4 keV proton, 0.016 at 2 keV and 0.00032 at 1 keV. The corresponding limits on W are 1.0, 0.28 and 0.11.

**A flat-band insulator that can be solved**

Put each electron in the ground state of an isotropic harmonic well of frequency ω₀ = Eg, and neglect tunnelling between wells. Along q, z = (a + a†)/√(2ω₀), so exp(iqz) turns the ground state into a coherent state. Its level populations are Poissonian:

|F_n|² = e^(−y) yⁿ/n!, y = q²/(2ω₀), E_n = nω₀.

The lower limit q = nω₀/v becomes y = n²x. From q² = 2ω₀y follows q dq = ω₀ dy, and therefore dq/q³ = dy/(4ω₀y²). Substitution gives

σ = (2πZ²/v²) Σ_n [1/(n − 1)!] ∫ y^(n−2) e^(−y) dy, with y from n²x to ∞.

The n = 1 integral is the exponential integral E₁(x). For n ≥ 2 the integral is (n − 2)! Q(n − 1, n²x), where Q(a, u) here denotes the regularized upper incomplete gamma function. Hence

σ = (2πZ²/v²) [E₁(x) + Σ_{n≥2} Q(n − 1, n²x)/(n − 1)].

For large x the integrand of E₁ is concentrated near its lower limit, so E₁(x) ≈ e^(−x)/x. The n = 2 term is e^(−4x) and can be dropped. With 1/x = 2v²/Eg,

σ ≈ (4πZ²/Eg) exp[−Eg/(2mv²)].

In ordinary units,

S ≈ n · 4πZ² [e²/(4πε₀)]²/Eg · exp[−Eg/(2mv²)].

The exponent is the free recoil energy at the least momentum, divided by the gap. The exponential form belongs to this smooth well; another insulator has another form factor and another tail.

**The metal for comparison**

In a metal, electron–hole pairs of arbitrarily small energy exist at ordinary momenta, so a slow ion pays no large momentum price. To obtain its friction, view the electrons from the ion. Their Fermi sphere is displaced by −v, and scattering from the ion is elastic, so the Pauli factors for a collision and its reverse cancel. An electron of momentum k loses momentum at the rate k·k·σ_tr per unit density, where σ_tr is the transport cross section. To first order in v, only the displaced surface of the sphere contributes:

S = [2/(2π)³] (4π/3) kF⁴ v σ_tr = n kF v σ_tr, n = kF³/(3π²).

For a Thomas-Fermi screened ion the Born scattering amplitude is 2Z/(q² + κ²), with κ² = 4kF/π. Since q² = 2kF²(1 − cos θ), one has sin θ dθ = q dq/kF², and

σ_tr = 2π ∫ sin θ (1 − cos θ) 4Z²/(q² + κ²)² dθ

= (4πZ²/kF⁴) ∫ q³ dq/(q² + κ²)², with q from 0 to 2kF.

With u = q², the last integral is half of ∫ u du/(u + κ²)². Its value is ½[ln(1 + A) − A/(1 + A)], where A = 4kF²/κ² = πkF. Therefore

S = (2Z²v/3π) [ln(1 + πkF) − πkF/(1 + πkF)].

This holds for v well below kF and treats the screened ion as a weak scatterer.

**How large the first-order effect is**

Take Eg = 14 eV and n = 370 nm⁻³, which is 0.0548 in atomic units. For a 1 keV proton x = 6.43, and the low-speed law gives

S ≈ 0.0548 × (4π/0.5145) × e^(−6.43) = 0.00216 atomic units.

One atomic unit of stopping power is 27.2 eV/0.0529 nm = 514 eV/nm, so S ≈ 1.1 eV/nm. The full sum gives 0.98 eV/nm. The equal-density metal has kF = 1.175 and S/v = 0.161, hence 0.161 × 0.200 × 514 = 16.6 eV/nm. The gap lowers the stopping by a factor of 17 in this comparison.

With gap and density held fixed, the other speeds give:

- 0.5 keV: x = 12.9, insulator 0.0017 eV/nm, metal 11.7 eV/nm.
- 2 keV: x = 3.2, insulator 22 eV/nm, metal 23 eV/nm.
- 4 keV: x = 1.6, insulator 96 eV/nm, metal 33 eV/nm.

In these numbers the suppression has gone at 2 keV, and at 4 keV the order is reversed. This should not be read as a prediction that insulators stop such protons better. The metal formula includes screening and the insulator formula does not. Including the dielectric response of the wells lowers the insulator values to about 12 eV/nm at 2 keV and 33 eV/nm at 4 keV, which removes the reversal. Both formulas also use first-order scattering for a charge that is not weak. The usable message is that x must be well above one before the gap protects the electrons.

The fall of the Coulomb factor does not account for the suppression. Between 2 and 0.5 keV the least q doubles, which lowers 1/q⁴ by a factor of 16. The first-order stopping falls by a factor of about 13,000. Most of the difference comes from the form factor.

**Where a unit charge breaks the estimate**

First order requires more than a large x. The parameter Z/v is 5 for a 1 keV proton and 7 at 0.5 keV, so repeated action of the ion on the same electron matters.

In second order the electron receives q₁ and q₂ at two times. Integration over their common time fixes the sum of the components along the path:

q₁z + q₂z = E_f/v.

The total price is unchanged, but it can be paid in parts. In the harmonic well a single transfer carries an amplitude factor exp(−q²/4ω₀), which is e^(−x/2) at the least momentum. Two equal halves carry exp(−q²/16ω₀) each, together e^(−x/4). Apart from slower factors, the second-order amplitude gains e^(x/4) on the first, so the first-order result fails at ever smaller charge as the ion slows.

This can be measured by solving the time-dependent Schrödinger equation for an electron confined to a line in the well, with the ion passing parallel to it at a fixed distance of 0.053 nm. For charges of ±0.0001 the sign-averaged energy gain agrees with first order to about 1 % at 0.5 keV and to 0.1 % or better at the three higher energies. At 1 keV, a charge of only 0.03 already gives a sign-averaged excess of 10 %.

The difference between the gains for the two signs, divided by their sum, also shows the trend. Per unit charge it is −0.75 at 4 keV, −4.1 at 2 keV, −20 at 1 keV and about −172 at 0.5 keV. The minus sign means that a weak repulsive charge excites this electron more than an attractive one. First order is safe only where the charge times this number is small, which at 0.5 keV means a charge far below 0.006.

For unit charge, the energy gained in one passage is:

- 0.5 keV: 0.043 eV, against 0.000027 eV in first order.
- 1 keV: 0.26 eV, against 0.048 eV.
- 2 keV: 1.5 eV, against 1.8 eV.
- 4 keV: 0.025 eV, against 9.1 eV.

Between 2 and 0.5 keV the gain differs by a factor of 35 instead of 69,000, but it does not fall steadily. At energies between those listed it rises and falls: it is 0.052 eV at 1.4 keV and 0.022 eV at 0.7 keV. The very small gain at 4 keV is another low value of this kind. The cause of these variations is not established here. The result also depends on the impact distance: at 0.106 nm the 1 keV gain is 0.00010 eV, slightly below the first-order 0.00014 eV. The four values above therefore show that first order fails, but they do not give a law for the dependence on speed.

At prescribed speeds of 0.020, 0.028 and 0.040 the unit-charge gains are all about 0.00005 eV or less. These small values are set by the time step and by the way the ion's potential is switched on and off, so they are upper limits and no law should be read from them. Even as limits they are far below the 0.46 eV mean of the four cases above. A proton this slow has only 10 to 40 eV, so these runs represent the constant-speed limit of a heavier ion.

One might blame the excess at low speed on a closing of the gap near the ion. With the ion held still, the lowest gap found along this line at 0.053 nm is 12 eV, a reduction of 14 %. The reduction depends on the distance: the lowest gap is 13.5 eV at 0.106 nm and about 9 eV at 0.026 nm. The gap therefore stays open at these distances, which is the condition for the electron to follow a sufficiently slow ion without being excited.

**Relation to a real insulator**

The gap and density are rough values in the regime of lithium fluoride, and the crystal period is close to the spacing of neighbouring fluorine ions. The harmonic wells replace the real valence orbitals, so the stopping values illustrate the mechanism and do not predict that material. Of the assumptions whose effect is sized here, a proton breaks weak coupling most severely: on the line, the full gain is above the first-order one by a factor of about 5 at 1 keV and 1,600 at 0.5 keV, and below it by a factor of 360 at 4 keV. Dielectric screening is a smaller matter at 1 keV and below, but not at higher speed. The model's static dielectric function at the least momentum is 1.08 for 1 keV, which would lower the first-order intensity there by about 14 %. At 2 keV screening lowers the first-order stopping by nearly half, and at 4 keV by about two thirds. Charge exchange is left out and its effect is not sized here; it can open excitation paths cheaper than the bulk gap. Nuclear stopping is a separate loss and must be added in any range calculation.

**What to do about it**

Begin with x. For an ion of mass M, in units of the proton mass, and energy E_ion,

x = 6.43 × (Eg/14 eV) × M/(E_ion/keV).

If x is near one or below, this mechanism gives no reason to expect suppression. If x is well above one, the argument behind the metal's velocity-proportional law does not carry over to the insulator, and in the first-order well model that law overstates the electronic loss. For a real ion a large x alone does not show that the loss is small, because charge exchange or levels shifted by the ion can open cheaper excitation paths.

An apparent threshold fitted to measured stopping is an empirical description of one material. Do not replace the metal law by zero below a speed chosen from the gap alone, since the gap sets no strict threshold as long as the ion's kinetic energy exceeds Eg, nor by the first-order exponential when the ion carries a unit charge. For protons of a few keV and below, use stopping data measured in the insulator concerned, or a calculation that treats the ion's potential without expansion in its charge.

For argon, with a mass of about 40, the formula gives x near 260 at 1 keV and a speed of about 0.03. That lies within the range of the slow runs above. An argon ion is not a bare point charge, however: its own electrons can be promoted in close collisions, and neither the small gains found here nor the formula for x covers that loss.

Table of computed values

```
Gap 14.0 eV; electron density 370 nm^-3
Gap 0.5145 hartree; density 0.0548 bohr^-3
Mean square p_z in well 0.2572 a.u.
Metal of equal density: kF 1.175 a.u.
Metal friction S/v 0.1611 a.u.
-- Proton 0.5 keV: speed 0.1415 a.u.
   least q 3.637 a.u. = 68.7 nm^-1
   free recoil 179.9 eV; recoil/gap x 12.85
   S insulator 1.681e-03 eV/nm; low-speed law 1.803e-03 eV/nm
   S bound 41.99 eV/nm; S metal 11.72 eV/nm
   insulator/metal 1.43e-04; Z1/v 7.07
   line, Z1=1: first order 2.654e-05 eV, full 4.257e-02 eV
   line, weak charge: full/first order 0.9882; sign asymmetry per unit charge -172.70
-- Proton 1.0 keV: speed 0.2001 a.u.
   least q 2.572 a.u. = 48.6 nm^-1
   free recoil 90.0 eV; recoil/gap x 6.43
   S insulator 9.788e-01 eV/nm; low-speed law 1.114e+00 eV/nm
   S bound 100.18 eV/nm; S metal 16.57 eV/nm
   insulator/metal 5.91e-02; Z1/v 5.00
   line, Z1=1: first order 4.775e-02 eV, full 2.615e-01 eV
   line, weak charge: full/first order 0.9991; sign asymmetry per unit charge -20.35
-- Proton 2.0 keV: speed 0.2829 a.u.
   least q 1.818 a.u. = 34.4 nm^-1
   free recoil 45.0 eV; recoil/gap x 3.21
   S insulator 2.206e+01 eV/nm; low-speed law 2.770e+01 eV/nm
   S bound 301.11 eV/nm; S metal 23.44 eV/nm
   insulator/metal 9.41e-01; Z1/v 3.53
   line, Z1=1: first order 1.839e+00 eV, full 1.502e+00 eV
   line, weak charge: full/first order 0.9993; sign asymmetry per unit charge -4.06
-- Proton 4.0 keV: speed 0.4001 a.u.
   least q 1.286 a.u. = 24.3 nm^-1
   free recoil 22.5 eV; recoil/gap x 1.61
   S insulator 9.636e+01 eV/nm; low-speed law 1.381e+02 eV/nm
   S bound 2004.08 eV/nm; S metal 33.14 eV/nm
   insulator/metal 2.91e+00; Z1/v 2.50
   line, Z1=1: first order 9.142e+00 eV, full 2.539e-02 eV
   line, weak charge: full/first order 0.9998; sign asymmetry per unit charge -0.75
Line, Z1=1, speed 0.020 a.u.: full gain 1.988e-06 eV
Line, Z1=1, speed 0.028 a.u.: full gain 5.096e-05 eV
Line, Z1=1, speed 0.040 a.u.: full gain 1.677e-05 eV
Line, 1 keV, charge 0.03: sign-averaged excess over first order 10.3 %
Bound equals metal at 0.0457 a.u. = 52.1 eV proton
Cosine crystal: period 0.285 nm, U 7.27 eV
   1 keV, q=1.5Eg/v=3.86 a.u.: weight 3.28e-04, bound 0.107
   2 keV, q=1.5Eg/v=2.73 a.u.: weight 1.53e-02, bound 0.275
   4 keV, q=1.5Eg/v=1.93 a.u.: weight 9.86e-02, bound 1.009
Line model: ion passes at distance 0.0529 nm
Lowest local gap 12.05 eV with ion at 0.159 nm along line
Static dielectric function at least q, 1 keV: 1.077
Ion recoil raises least q at 1 keV by 0.35 %
```
